**Total and binding energies of hydrogen in a magnetic field**

The program tests the relation $E_b=E_{\rm thr}-E$ with $E_{\rm thr}=\gamma(|m|+m+1)/2+\gamma m_s$, in atomic units, for a fixed nucleus and $g=2$. Here $\gamma$ is the field in units of $\hbar/(ea_0^2)$, $m$ the orbital quantum number, $m_s$ the spin projection, $E$ the total energy and $E_b$ the binding energy. It asserts symbolically that the Pauli form of the kinetic energy equals the expanded Hamiltonian, and it compares the spinless thresholds with a finite-difference solution of the transverse motion. Energies from a Laguerre and spherical-harmonic basis are asserted to be stable under a change of basis, to follow the weak-field quadratic shifts, and to reproduce the binding energies 0.2600 and 0.4566 hartree of $2p_0$ and $2p_{-1}$ at $\gamma=1$ but not at $\gamma=2$. The $1s$ energy is also compared with a calculation in anisotropic Gaussians. The output gives binding energies of 22.617, 7.075 and 12.425 eV for $1s$, $2p_0$ and $2p_{-1}$ at $\gamma=1$. It also lists the total energies with and without spin, the effect of a mismatched threshold, and three transition energies.

## Numerical check

```python
"""Hydrogen in a uniform magnetic field: total energies versus binding energies.

Result under test (atomic units, fixed nucleus, g = 2):
    E_bind = E_thr - E_total,  E_thr = gamma*(|m| + m + 1)/2 + gamma*m_s
gamma : field in units of B0 = hbar/(e a0^2);  m : orbital quantum number
m_s   : spin projection, +1/2 or -1/2
At gamma = 1 the binding energies of 2p0 and 2p(-1) should be 0.2600 and
0.4566 hartree.  Spinless total energies contain gamma*m/2 but no spin term.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre, roots_laguerre

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
G_ELECTRON = abs(const.physical_constants["electron g factor"][0])


def threshold(gamma, m, spin=0.0):
    """Continuum edge at fixed m; spin = 0 means that spin is left out."""
    return gamma * (abs(m) + m + 1) / 2 + gamma * spin


def check_pauli_identity():
    """Compare (sigma.pi)^2/2 with the expanded Hamiltonian, symbolically."""
    x, y, z, g = sp.symbols("x y z gamma", real=True)
    coords = (x, y, z)
    vector_potential = (-g * y / 2, g * x / 2, 0)
    up, down = sp.Function("u")(x, y, z), sp.Function("d")(x, y, z)

    def pi(k, f):
        return -sp.I * sp.diff(f, coords[k]) + vector_potential[k] * f

    def sigma_pi(a, b):
        return (pi(2, a) + pi(0, b) - sp.I * pi(1, b),
                pi(0, a) + sp.I * pi(1, a) - pi(2, b))

    squared = sigma_pi(*sigma_pi(up, down))
    for f, full, sign in ((up, squared[0], 1), (down, squared[1], -1)):
        kinetic = -sum(sp.diff(f, c, 2) for c in coords) / 2
        l_z = -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x))
        expanded = (kinetic + g * l_z / 2 + g**2 * (x**2 + y**2) * f / 8
                    + sign * g * f / 2)
        assert sp.expand((full / 2 - expanded).doit()) == 0


def transverse_ground(gamma, m, step=0.01, rho_max=14.0):
    """Lowest transverse level without Coulomb force, by finite differences."""
    count = int(rho_max / step)
    rho = (np.arange(count) + 0.5) * step
    diagonal = (1 / step**2 + m**2 / (2 * rho**2)
                + gamma * m / 2 + gamma**2 * rho**2 / 8)
    edge = rho[:-1] + step / 2
    off = -edge / (2 * step**2 * np.sqrt(rho[:-1] * rho[1:]))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def hydrogen_total(gamma, m, l_first, n_rad=30, n_ang=10, scale=2.5):
    """Lowest spinless total energy with l = l_first, l_first + 2, ..."""
    x, w = roots_laguerre(60)
    r = x / scale
    poly, slope = [], []
    for n in range(n_rad):
        norm = np.sqrt(scale / ((n + 1) * (n + 2)))
        lag = eval_genlaguerre(n, 2, x)
        dlag = -eval_genlaguerre(n - 1, 3, x) if n > 0 else 0 * x
        poly.append(norm * x * lag)
        slope.append(scale * (norm * (lag + x * dlag) - norm * x * lag / 2))
    poly, slope = np.array(poly), np.array(slope)

    def radial(f):
        return (poly * (w * f / scale)) @ poly.T

    assert np.allclose(radial(1 + 0 * r), np.eye(n_rad), atol=1e-8)
    kinetic = (slope * (w / scale)) @ slope.T / 2
    ells = l_first + 2 * np.arange(n_ang)

    def cosine(l):
        return np.sqrt(((l + 1)**2 - m**2) / ((2 * l + 1) * (2 * l + 3)))

    sin2 = np.diag(1 - cosine(ells)**2 - cosine(ells - 1)**2)
    coupling = -cosine(ells[:-1]) * cosine(ells[:-1] + 1)
    sin2 = sin2 + np.diag(coupling, 1) + np.diag(coupling, -1)
    ham = (np.kron(np.eye(n_ang), kinetic - radial(1 / r))
           + np.kron(np.diag(ells * (ells + 1) / 2), radial(1 / r**2))
           + gamma**2 / 8 * np.kron(sin2, radial(r**2)))
    return np.linalg.eigvalsh(ham)[0] + gamma * m / 2


def gaussian_1s(gamma):
    """1s spinless total energy from functions exp(-a rho^2 - b z^2)."""
    pairs = [(b + shift * gamma, b) for b in np.geomspace(0.03, 2000, 16)
             for shift in (0.0, 0.1, 0.25)]
    a, b = np.array(pairs).T
    asum, bsum = a[:, None] + a, b[:, None] + b
    overlap = np.pi / asum * np.sqrt(np.pi / bsum)
    kinetic = overlap * (2 * np.outer(a, a) / asum + np.outer(b, b) / bsum)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    s = (nodes + 1) / 2
    coulomb = 2 * np.pi * sum(wt / 2 / (asum + (bsum - asum) * t**2)
                              for t, wt in zip(s, weights))
    ham = kinetic - coulomb + gamma**2 / 8 * overlap / asum
    norm = 1 / np.sqrt(np.diag(overlap))
    overlap, ham = overlap * np.outer(norm, norm), ham * np.outer(norm, norm)
    values, vectors = eigh(overlap)
    keep = values > 1e-9
    basis = vectors[:, keep] / np.sqrt(values[keep])
    return np.linalg.eigvalsh(basis.T @ ham @ basis)[0]


check_pauli_identity()

# Field unit: the cyclotron energy at B0 must be one hartree.
B0 = const.hbar / (const.e * BOHR**2)
cyclotron_ev = const.hbar * B0 / const.m_e
assert abs(cyclotron_ev / HARTREE - 1) < 1e-8

# Thresholds; the finite-difference error is of second order in the step.
landau = {}
for field in (1.0, 2.0):
    for m in (-2, -1, 0, 1, 2):
        landau[field, m] = transverse_ground(field, m)
        assert abs(landau[field, m] - threshold(field, m)) < 1e-3

STATES = {"1s": (0, 0), "2p0": (0, 1), "2p(-1)": (-1, 1)}

# Weak field: quadratic shifts from the field-free mean values of rho^2.
weak = 0.005
for name, e_zero, coefficient in (("1s", -0.5, 0.25), ("2p0", -0.125, 1.5),
                                  ("2p(-1)", -0.125, 3.0)):
    m, l_first = STATES[name]
    shift = hydrogen_total(weak, m, l_first) - e_zero - weak * m / 2
    assert abs(shift / (coefficient * weak**2) - 1) < 0.01

total, binding, binding2 = {}, {}, {}
for name, (m, l_first) in STATES.items():
    total[name] = hydrogen_total(1.0, m, l_first)
    smaller = hydrogen_total(1.0, m, l_first, n_rad=25, n_ang=8, scale=2.2)
    assert abs(total[name] - smaller) < 1e-5
    binding[name] = threshold(1.0, m) - total[name]
    binding2[name] = threshold(2.0, m) - hydrogen_total(2.0, m, l_first)

# The quoted four-decimal values, and their failure in the other field unit.
QUOTED = {"2p0": 0.2600, "2p(-1)": 0.4566}
for name, value in QUOTED.items():
    assert abs(binding[name] - value) < 6e-5
    assert abs(binding2[name] - value) > 0.01

e_gauss = gaussian_1s(1.0)
assert abs(e_gauss - total["1s"]) < 1e-3

# The state m = +1 has the same binding energy below its own, higher edge.
total_plus = hydrogen_total(1.0, 1, 1)
binding_plus = landau[1.0, 1] - total_plus
assert abs(binding_plus - binding["2p(-1)"]) < 1e-3
assert total_plus > threshold(1.0, 0)

print(f"field unit B0: {B0:.5e} T")
print(f"other field unit 2*B0: {2 * B0:.5e} T")
print(f"magnetic length at gamma=1: {BOHR * 1e10:.4f} angstrom")
print(f"one hartree = cyclotron energy at gamma=1: {cyclotron_ev:.4f} eV")
for m in (-1, 0, 1):
    print(f"spinless threshold, m={m:+d}: {threshold(1.0, m) * HARTREE:.4f} eV"
          f" (finite differences {landau[1.0, m] * HARTREE:.4f} eV)")
for name, (m, _) in STATES.items():
    e, eb = total[name], binding[name]
    print(f"{name} binding energy: {eb:.6f} hartree = {eb * HARTREE:.4f} eV")
    print(f"{name} total, no spin: {e:.6f} hartree = {e * HARTREE:.4f} eV")
    print(f"{name} total, spin down: {(e - 0.5) * HARTREE:.4f} eV")
    print(f"{name} total, spin up: {(e + 0.5) * HARTREE:.4f} eV")
for name, value in QUOTED.items():
    print(f"{name} quoted {value:.4f} hartree = {value * HARTREE:.3f} eV; "
          f"spinless total {0.5 - value:.4f} hartree"
          f" = {(0.5 - value) * HARTREE:.3f} eV")
print(f"1s total, no spin, Gaussian basis: {e_gauss * HARTREE:.4f} eV")
no_zeeman = total["2p(-1)"] + 0.5
print(f"2p(-1) total without orbital Zeeman term: {no_zeeman * HARTREE:.4f} eV")
print("2p(-1) false binding from that total and edge gamma/2: "
      f"{(0.5 - no_zeeman) * HARTREE:.4f} eV")
print(f"2p(+1) total, no spin: {total_plus * HARTREE:.4f} eV")
print("2p(+1) height above lowest spinless edge: "
      f"{(total_plus - 0.5) * HARTREE:.4f} eV")
for name in STATES:
    print(f"{name} binding at gamma=2: {binding2[name] * HARTREE:.3f} eV")
for name in ("2p0", "2p(-1)"):
    print(f"transition 1s to {name}: "
          f"{(total[name] - total['1s']) * HARTREE:.4f} eV")
print(f"transition 1s to 2p(+1): {(total_plus - total['1s']) * HARTREE:.4f} eV")
print(f"electron g factor (magnitude): {G_ELECTRON:.6f}")
print("spin-down threshold with this g, m<=0: "
      f"{(0.5 - G_ELECTRON / 4) * HARTREE:.5f} eV")
print("done: every assertion held")
```

Printed output:

```
field unit B0: 2.35052e+05 T
other field unit 2*B0: 4.70104e+05 T
magnetic length at gamma=1: 0.5292 angstrom
one hartree = cyclotron energy at gamma=1: 27.2114 eV
spinless threshold, m=-1: 13.6057 eV (finite differences 13.6056 eV)
spinless threshold, m=+0: 13.6057 eV (finite differences 13.6056 eV)
spinless threshold, m=+1: 40.8171 eV (finite differences 40.8170 eV)
1s binding energy: 0.831169 hartree = 22.6173 eV
1s total, no spin: -0.331169 hartree = -9.0116 eV
1s total, spin down: -22.6173 eV
1s total, spin up: 4.5941 eV
2p0 binding energy: 0.260006 hartree = 7.0751 eV
2p0 total, no spin: 0.239994 hartree = 6.5306 eV
2p0 total, spin down: -7.0751 eV
2p0 total, spin up: 20.1363 eV
2p(-1) binding energy: 0.456597 hartree = 12.4246 eV
2p(-1) total, no spin: 0.043403 hartree = 1.1811 eV
2p(-1) total, spin down: -12.4246 eV
2p(-1) total, spin up: 14.7867 eV
2p0 quoted 0.2600 hartree = 7.075 eV; spinless total 0.2400 hartree = 6.531 eV
2p(-1) quoted 0.4566 hartree = 12.425 eV; spinless total 0.0434 hartree = 1.181 eV
1s total, no spin, Gaussian basis: -9.0115 eV
2p(-1) total without orbital Zeeman term: 14.7867 eV
2p(-1) false binding from that total and edge gamma/2: -1.1811 eV
2p(+1) total, no spin: 28.3924 eV
2p(+1) height above lowest spinless edge: 14.7867 eV
1s binding at gamma=2: 27.816 eV
2p0 binding at gamma=2: 8.100 eV
2p(-1) binding at gamma=2: 16.316 eV
transition 1s to 2p0: 15.5421 eV
transition 1s to 2p(-1): 10.1926 eV
transition 1s to 2p(+1): 37.4040 eV
electron g factor (magnitude): 2.002319
spin-down threshold with this g, m<=0: -0.01578 eV
done: every assertion held
```
